# Elastic energy of a misfitting spherical precipitate in an infinite matrix, part 2

A spherical particle is joined to the wall of a hole of radius $a$ and volume $V=4\pi a^3/3$ in a matrix. Free of stress, the particle would have the radius $a(1+e)$, where $e$ is the linear misfit and $|e|\ll1$. We want the elastic energy $E$ stored in both bodies. The basic model takes both as isotropic and linearly elastic, the matrix as infinite, and the interface as free of tension.

The particle has bulk and shear moduli $K$, $G$; the matrix has $K_m$, $\mu$. Moduli and stresses are in GPa. Stress $\sigma_{ij}$ is positive in tension, the pressure $p$ in the particle is positive in compression, repeated indices are summed, and $\sigma{:}\varepsilon$ means $\sigma_{ij}\varepsilon_{ij}$. The strain $\varepsilon_{ij}$ is measured from a sphere of radius $a$; $W$ is the energy per volume. At distance $r$ from the centre, along the outward unit vector $\mathbf n$, the radial displacement is $u=Ar+B/r^2$, with dilatation $\Delta=3A$. The $B$ term gives the matrix stress $\sigma_{rr}=-4\mu B/r^3$. In an infinite matrix $A=0$ and $B=ca^3$, where $c=u(a)/a$ is the wall strain.

Balance of forces requires

$$\frac{d}{dr}\left(r^2\sigma_{rr}\right)=2r\,\sigma_{\theta\theta}
\quad\Longrightarrow\quad
\sigma_{rr}'+\frac2r(\sigma_{rr}-\sigma_{\theta\theta})=0. \tag{6}$$

Always $p=3K(e-c)$, and $E=\tfrac32peV$ whenever the matrix resists with a pressure proportional to $c$. For the infinite isotropic matrix, $p=4\mu c$ and

$$c=\frac{3Ke}{3K+4\mu},\qquad e-c=\frac{4\mu e}{3K+4\mu},\qquad p=\frac{12\mu Ke}{3K+4\mu}, \tag{12}$$

$$E=\frac{18\,\mu K V e^2}{3K+4\mu}. \tag{1}$$

The matrix holds $3p^2V/(8\mu)$ of this, and the particle holds the share

$$\frac{E_{\rm particle}}{E}=\frac{4\mu}{3K+4\mu}. \tag{17}$$

The limits of (1) are $6\mu Ve^2$ for a rigid particle and $\tfrac92KVe^2$ for a rigid matrix. A direct numerical minimization of the energy confirmed (1).

The hole is too small by the misfit volume $3eV$. The crystal can make room by emitting self-interstitials, each adding the atomic volume $\Omega$. With $S$ the interstitial concentration relative to equilibrium with stress-free crystal, emission stops at

$$kT\ln S=p\,\Omega. \tag{22}$$

### 2.3 A matrix of finite size

Let the matrix end at a free concentric sphere of radius $R$, and let $f=a^3/R^3$ be the volume fraction of the particle. Both terms of $u=Ar+B/r^2$ are now present. The first has $\Delta=3A$ and no shear. The second has no dilatation and gives the radial stress found before. Together,

$$\sigma_{rr}=3K_mA-\frac{4\mu B}{r^3}.$$

The outer surface carries no stress, so $3K_mA=4\mu B/R^3=f\cdot4\mu B/a^3$. At the wall, $\sigma_{rr}=-p$ gives

$$p=\frac{4\mu B}{a^3}(1-f),\qquad \frac B{a^3}=\frac{p}{4\mu(1-f)},\qquad A=\frac{pf}{3K_m(1-f)}.$$

The wall strain is $c=A+B/a^3$, so

$$c=\frac{p}{1-f}\left(\frac1{4\mu}+\frac f{3K_m}\right). \tag{23}$$

The free surface makes the matrix more yielding and brings $K_m$ back. Inserting $c=e-p/(3K)$ gives $p$, and $E=\tfrac32peV$ gives the energy. To first order in $f$, the factor multiplying $p$ in (23) grows from $1/(4\mu)$ by $f\,[1/(4\mu)+1/(3K_m)]$. Since $p$ is $e$ divided by the sum of this factor and $1/(3K)$, at fixed $e$ the energy changes by the relative amount

$$\frac{\delta E}{E}\simeq-f\,\frac{1/(4\mu)+1/(3K_m)}{1/(3K)+1/(4\mu)}. \tag{24}$$

An infinite matrix is thus a good model when the particles fill a small fraction of the volume. The concentric sphere is a simple stand-in for the neighbours and does not describe their arrangement.

### 2.4 A cubic matrix: bounds on the energy

Silicon is cubic, with three elastic constants $C_{11}$, $C_{12}$, $C_{44}$. By Eshelby's theorem, quoted here without proof, the strain in the sphere is still uniform, and cubic symmetry makes it a pure compression. So $G$ again drops out, and (1) holds with $\mu$ replaced by $\mu_{\rm eff}=\tfrac34\left[1/\langle n_i\Gamma^{-1}_{ik}n_k\rangle-K_m\right]$, where $\Gamma_{ik}=C_{ijkl}n_jn_l$, $K_m=(C_{11}+2C_{12})/3$, and the average runs over all directions. That average is taken numerically. Elementary arguments enclose the energy between two closed values of (1). The particle is still taken as isotropic.

**Upper bound.** The true displacement has the least energy of all continuous displacements. Any trial displacement therefore gives an energy that is not too low. Take the isotropic one, whose strain in the matrix is

$$\varepsilon_{ij}=\frac{ca^3}{r^3}\left(\delta_{ij}-3n_in_j\right).$$

The cubic energy density is

$$W=\tfrac12\Big[C_{11}\sum_i\varepsilon_{ii}^2+2C_{12}\sum_{i<j}\varepsilon_{ii}\varepsilon_{jj}+4C_{44}\sum_{i<j}\varepsilon_{ij}^2\Big],$$

where repeated indices are summed only as shown. The strain has no trace, and squaring $\sum_i\varepsilon_{ii}=0$ gives $2\sum_{i<j}\varepsilon_{ii}\varepsilon_{jj}=-\sum_i\varepsilon_{ii}^2$. With $d=C_{11}-C_{12}$,

$$W=\tfrac12\Big[d\sum_i\varepsilon_{ii}^2+4C_{44}\sum_{i<j}\varepsilon_{ij}^2\Big].$$

The averages over all directions are $\langle n_i^2\rangle=\tfrac13$, $\langle n_i^4\rangle=\tfrac15$ and $\langle n_i^2n_j^2\rangle=\tfrac1{15}$ for $i\ne j$. Thus

$$\sum_i\langle(1-3n_i^2)^2\rangle=3\left(1-2+\tfrac95\right)=\tfrac{12}5,\qquad
\sum_{i<j}\langle9n_i^2n_j^2\rangle=3\cdot\tfrac9{15}=\tfrac95. \tag{25}$$

The mean energy density at radius $r$ is

$$\langle W\rangle=\frac{c^2a^6}{r^6}\cdot\frac12\left(\frac{12d}5+\frac{36C_{44}}5\right)=\frac{6c^2a^6}{r^6}\cdot\frac{d+3C_{44}}5 .$$

The isotropic matrix had $6\mu c^2a^6/r^6$. The trial energy is therefore that of an isotropic matrix with the Voigt modulus

$$\mu_V=\frac{C_{11}-C_{12}+3C_{44}}5. \tag{26}$$

Choosing the best $c$ gives formula (1) with $\mu=\mu_V$.

**Lower bound.** Let $\eta$ be the true elastic strain and $\tau$ any trial stress in balance. Let $\zeta$ be the strain that $\tau$ would cause by the elastic law. The energy density of the strain $\eta-\zeta$ cannot be negative. Written out, this says

$$\tfrac12\sigma{:}\eta\ \ge\ \tau{:}\eta-\tfrac12\tau{:}\zeta .$$

Integrate over all space. In the particle $\eta_{ij}=\varepsilon_{ij}-e\delta_{ij}$. The integral of $\tau{:}\varepsilon$ vanishes: by partial integration it is the work of $\tau$ on a distant surface, where stress falls as $r^{-3}$, displacement as $r^{-2}$, and area grows as $r^2$. If the trial stress in the particle is a pressure $q$, the remaining term is $-\tau_{ii}e=3qe$ per volume. In the matrix take the isotropic stress field

$$\tau_{ij}=\frac{qa^3}{2r^3}\left(\delta_{ij}-3n_in_j\right).$$

Its radial part is $-qa^3/r^3$ and its hoop part $qa^3/(2r^3)$. These satisfy the balance (6) whatever the moduli, and the radial part joins the pressure $q$ at $r=a$.

For a stress without trace, the cubic law gives $\zeta_{ii}=\tau_{ii}/d$ (no sum over $i$) and $\zeta_{ij}=\tau_{ij}/(2C_{44})$ for $i\neq j$. With the averages (25),

$$\left\langle\tfrac12\tau{:}\zeta\right\rangle=\frac{q^2a^6}{8r^6}\left(\frac{12}{5d}+\frac9{5C_{44}}\right).$$

In an isotropic body $d=2\mu$ and $C_{44}=\mu$, and the bracket is $3/\mu$. The cubic matrix thus acts here as if it had the Reuss modulus $\mu_R$, with

$$\frac1{\mu_R}=\frac4{5d}+\frac3{5C_{44}},\qquad \mu_R=\frac{5\,d\,C_{44}}{4C_{44}+3d}. \tag{27}$$

The integral over the matrix is $3q^2V/(8\mu_R)$, as in Part 1, and

$$E\ge3qeV-\frac{q^2V}2\left(\frac1K+\frac3{4\mu_R}\right).$$

The right side is largest at $q=3e/[1/K+3/(4\mu_R)]$, where it equals $\tfrac32qeV$. This is formula (1) with $\mu=\mu_R$. Hence

$$E(\mu_R)\le E_{\rm cubic}\le E(\mu_V). \tag{28}$$

### 2.5 A silica precipitate in silicon

Silicon grown from a melt in a silica crucible contains oxygen, which can form silica precipitates during annealing. These serve to collect metal impurities away from the devices, which is called internal gettering. Take the rough typical values $K=37$ GPa for silica and $\mu=67$ GPa for silicon, a hole radius of 10 nm, and an anneal at 1273 K.

The oxide fills about 2.2 times the volume of the silicon it consumes. Without relief, the linear misfit would be $2.2^{1/3}-1=0.301$, far outside linear elasticity. Much of it has to be relieved by other means, such as the emission of interstitials. The example assumes a residual misfit $e=0.01$.

The common denominator is $3K+4\mu=111+268=379$ GPa. Then

$$p=\frac{12\cdot67\cdot37\cdot0.01}{379}\ \text{GPa}=0.785\ \text{GPa},\qquad
c=0.01\cdot\frac{111}{379}=0.00293 .$$

The hole volume is 4188.8 nm³. One GPa nm³ is $10^{-18}$ J, so

$$E=\tfrac32\cdot0.785\cdot0.01\cdot4188.8\ \text{GPa nm}^3=4.93\times10^{-17}\ \text{J}=308\ \text{eV}.$$

Of this, 218 eV is in the particle and 90 eV in the matrix. The particle's share is $268/379=0.707$. The rigid-particle limit is 1051 eV and the rigid-matrix limit 435 eV. The result is nearer the second, because the oxide is the more yielding partner.

The misfit volume is $3eV=125.7$ nm³. With $\Omega=0.020$ nm³, this is the room made by about 6300 emitted atoms. The work gained per atom at the start is $p\Omega=0.098$ eV, while $kT=0.110$ eV. By (22), emission stops at

$$S=\exp\left(\frac{0.0980}{0.1097}\right)=2.44 .$$

An interstitial concentration about 2.4 times the equilibrium value is thus enough to hold a misfit of 0.01 in this model. In a crystal with fewer interstitials, the precipitate would go on relaxing.

### 2.6 What the model leaves out, for these numbers

**Cooling.** Silicon contracts more than silica, by roughly $3.5\times10^{-6}$ per kelvin. Over 973 K this adds 0.0034 to the misfit, which becomes 0.0134 at 300 K. With fixed moduli and no further relief, the energy grows by the factor 1.80. Of the corrections to the elastic energy estimated here, this is the largest.

**Moduli.** A matrix shear modulus lower by 10 % reduces $E$ by 3.2 %. A particle bulk modulus higher by 10 % raises it by 6.9 %. Silica glass also softens under pressure. With the rough slope $dK/dp=-5$, taking $K$ at the full pressure $p$ lowers $E$ by 7.7 %. This overstates the effect, since the softening builds up gradually during compression; following it gradually gives about 2.5 %. The slope is a room-temperature value and is not established at 1273 K.

**Order of the theory.** The choice between hole volume and particle volume changes $E$ by $3e$, here 3 %.

**Anisotropy.** With the rough constants $C_{11}=166$, $C_{12}=64$ and $C_{44}=80$ GPa, equations (26) and (27) give $\mu_V=68.4$ GPa and $\mu_R=65.2$ GPa. The bounds (28) are 305.3 and 309.7 eV. A richer trial calculation, with eleven displacement fields of cubic symmetry and $G=31$ GPa for the particle, gave 307.3 eV. This is again an upper bound, so the cubic energy lies between 305.3 and 307.3 eV. The trial value is still 0.2 eV high: the angular average of section 2.4 gives $\mu_{\rm eff}=66.4$ GPa and 307.1 eV, independent of $G$. The isotropic value of 307.8 eV is too high by about 0.25 %.

**Neighbours.** At $10^{10}$ precipitates per cm³, the volume fraction is $4.2\times10^{-8}$. With $K_m=98$ GPa, the finite matrix changes the energy by the relative amount $-2.3\times10^{-8}$.

**Interface.** An interface tension $s$ pulls the wall inward as a skin would, with the force $2s/a$ per area. For a rough 0.5 N/m this is 0.100 GPa, or 13 % of $p$. Particle and matrix share this load: with $p=4\mu c+2s/a$ and $p=3K(e-c)$, the pressure in the particle rises by only the fraction $3K/(3K+4\mu)=0.29$ of it, about 0.03 GPa. The interface also has an energy of its own. At a rough 0.5 J/m² it is about 3900 eV, some 13 times the elastic energy. This limits what a change of shape can gain at fixed volume. The elastic energy cannot fall below zero, so a shape whose area is larger by more than $308/3900\approx8\,\%$ costs more than it can save, if the interface energy is the same for all orientations and the number of emitted interstitials is held fixed. At fixed supersaturation a more yielding shape also needs fewer emissions. If it multiplies the energy at a given misfit volume by a factor $g<1$, the saving is $E(1/g-1)$, which exceeds $E$ once $g<\tfrac12$, so the 8 % limit does not apply there. The balance shifts with size, because at fixed $e$ the elastic energy grows as $a^3$ and the interface energy as $a^2$.

**Dislocation loops.** The matrix could also make room by pushing out a disc of atoms one Burgers vector $b$ thick, bounded by a dislocation loop of radius $\rho$. This removes the fraction $x=\pi\rho^2b/(3eV)$ of the misfit volume. Since $E$ varies as the square of the misfit volume, the energy relieved is $E[1-(1-x)^2]$. A rough line energy of $\mu b^2/2$ per length gives the cost $2\pi\rho\cdot\mu b^2/2=\pi\rho\mu b^2$. With $b=0.38$ nm and loops between 1 and 10 nm, the ratio of gain to cost is largest near $\rho=8.4$ nm. There the loop relieves about 270 eV and costs about 1600 eV. On this estimate a precipitate of 10 nm radius does not punch out a loop of its own. The outcome depends on size: with $e=0.01$ and $\rho\le a$, the same estimate makes the gain exceed the cost for $a$ above about 37 nm.

Dislocations that are already present are another matter. The largest shear stress at the wall is half the difference of hoop and radial stress, $\tfrac12(p/2+p)=\tfrac34p=0.589$ GPa. Hot silicon that contains mobile dislocations flows at far lower stresses, roughly tens of MPa or less at the anneal temperature. The stress falls as $r^{-3}$, so it is still a tenth of its wall value, about 59 MPa, at $r=10^{1/3}a\approx2.2a$. This high stress acts over only a few tens of nanometres, however, and the line tension of a dislocation resists bending on that scale. The comparison with the flow stress of bulk silicon therefore does not settle whether a passing dislocation moves or relieves any misfit.

### 2.7 Beside the real case

Real oxide precipitates in silicon range from a few nanometres to well over a hundred, and many are plates or faceted bodies instead of spheres. The radius of 10 nm belongs to the small end of that range. The moduli are ordinary values for the two materials, whereas the residual misfit is an assumption and depends on the thermal history. The energy is sensitive to it, since $E$ varies as $e^2$: a misfit twice as large gives four times the energy. The misfit also does not stay fixed in use, because a wafer is annealed hot and used near room temperature. For the numbers above, this raises the energy from about 308 eV to about 550 eV if nothing relaxes on the way down. The elastic energy of plates and faceted particles was not computed here, and (1) should not be applied to them without a separate estimate. Most values computed for the example are in the numerical output or follow from it by short arithmetic. The exact cubic energy, the matrix pressure in cubic silicon, the gradual softening and the radius for loop punching are further evaluations of the same model.

## Numbers as computed

```
largest relative error of energy formula in tests: 4.8e-07
INPUTS (rough typical values)
particle bulk modulus K: 37 GPa
particle shear modulus (drops out): 31 GPa
matrix shear modulus mu: 67 GPa
matrix bulk modulus (drops out): 98 GPa
hole radius: 10 nm; residual linear misfit e: 0.010
anneal temperature: 1273 K
volume per silicon atom: 0.020 nm^3
oxide volume / silicon volume consumed: 2.2
RESULTS
hole volume V: 4188.8 nm^3
misfit volume 3eV: 125.7 nm^3
pressure in particle p: 0.785 GPa
strain of hole wall: 0.00293
hoop stress in matrix at wall: 0.392 GPa
largest shear stress in matrix at wall: 0.589 GPa
elastic energy E: 307.8 eV = 4.932e-17 J
energy in particle: 217.7 eV
energy in matrix: 90.2 eV
particle share of energy: 0.707
rigid-particle limit: 1051.0 eV
rigid-matrix limit: 435.3 eV
elastic work per emitted interstitial: 0.0980 eV
thermal energy kT: 0.1097 eV
supersaturation that stops emission: 2.44
interstitials to relieve residual misfit: 6283
unrelieved linear misfit of oxide: 0.301
NEGLECTED EFFECTS
expansion difference: 3.5e-06 1/K; cooling: 973 K
misfit after cooling to 300 K: 0.0134
energy ratio after cooling: 1.80
energy change, mu lower by 10%: -3.2 %
energy change, K higher by 10%: 6.9 %
assumed dK/dp of silica: -5
energy change, K taken at pressure p: -7.7 %
second-order volume ambiguity 3e: 3.0 %
interface energy and stress assumed: 0.5 J/m^2, N/m
interface pressure 2s/a: 0.100 GPa
interface pressure / p: 0.127
interface energy: 3922 eV
silicon C11, C12, C44: 166, 64, 80 GPa
Reuss and Voigt shear moduli: 65.18, 68.40 GPa
cubic energy bounds: 305.31 to 309.67 eV
cubic variational energy: 307.26 eV
precipitate density: 1e+10 cm^-3; fraction: 4.2e-08
relative energy change, finite matrix: -2.3e-08
Burgers vector: 0.38 nm; best loop radius: 8.38 nm
loop energy cost: 1590 eV
elastic energy relieved by loop: 274 eV
```
